Two phonon-assisted onsets at an indirect absorption edge

**Question**

I am stuck on an exercise about the absorption edge of an indirect semiconductor layer. Both bands are parabolic, and a phonon of energy Ω is absorbed or emitted along with the photon. I have to show that there are two quadratic onsets 2Ω apart, and that the emission prefactor divided by the absorption prefactor is exp(Ω/kT).

When I count states as for a direct gap, I get a square root, not a square. I also don't see why the ratio is a pure Boltzmann factor when the two processes start at different photon energies. Finally, the numbers given are Eg = 1.10 eV, Ω = 0.060 eV, T = 300 K and an overall strength A = 4000 cm⁻¹ eV⁻². If I draw one straight line through √α between 1.20 and 1.30 eV, it does not hit zero at Eg. What am I doing wrong?

**Answer**

The square root comes from requiring electron and hole to have the same wavevector, which the phonon makes unnecessary. The ratio concerns the coefficients of the two squares, not the two absorptions at one photon energy. The single line mixes two processes.

I write E for the photon energy and measure all energies in eV. The assumptions are a full valence band, an empty conduction band, one phonon branch with constant Ω in thermal equilibrium, and no force between electron and hole.

**1. The coupling**

Neither the photon nor the phonon alone connects the initial and final states, so the process goes through an intermediate state. Suppose the photon acts first, with matrix element r, and leads to a state lying δ above the initial energy (photon included). The phonon then acts with matrix element g times a ladder factor: √(N+1) if a phonon is added to N existing ones, √N if one is removed.

Let a_v, a_i and a_c be the amplitudes of the initial, intermediate and final states, with the initial and final energies equal and set to zero. For emission, the intermediate state obeys

δ a_i + r a_v + g√(N+1) a_c ≈ 0,

because its amplitude follows the other two when δ is large. Solving for a_i and inserting it into the equation for a_c gives an effective coupling between a_v and a_c:

M_em = −r g √(N+1)/δ,  M_abs = −r g √N/δ.

The factor g is the same in both, since one Fourier component of the lattice displacement contains the removal of a phonon q and the creation of a phonon −q with equal weight. For a given initial state and photon energy δ is the same too. At one photon energy the two processes draw on holes of different kinetic energy, so their average δ agrees only as far as δ does not depend on the hole's wavevector.

If the phonon acts first, the photon is still present in the intermediate state and the phonon number has already changed. With δ′ the electronic energy needed to reach that state, the denominator is δ′+Ω for emission and δ′−Ω for absorption. For this order, the equality of couplings therefore requires δ′ ≫ Ω. This order needs an empty intermediate state. A route through a filled valence state is blocked as a first step: there the photon acts first and the hole is scattered afterwards. I also take r g/δ as constant near the edge.

**2. The thermal weights**

Rates contain |M|², hence the averages of N and N+1. With z = exp(−Ω/kT), the probability of N phonons is (1−z)z^N, so

n = ⟨N⟩ = (1−z) Σ N z^N = (1−z) · z/(1−z)² = z/(1−z) = 1/(exp(Ω/kT)−1),

n+1 = 1/(1−z).

Dividing,

(n+1)/n = 1/z = exp(Ω/kT).

The photon energy does not enter.

**3. The energy left for the pair**

Let Ee and Eh be the kinetic energies of electron and hole. Energy conservation reads

phonon absorbed: E + Ω = Eg + Ee + Eh, so Ee + Eh = E − Eg + Ω,

phonon emitted: E = Eg + Ω + Ee + Eh, so Ee + Eh = E − Eg − Ω.

Call the right-hand side Δ in either case. Since kinetic energies are not negative, each process needs Δ > 0. The onsets are Eg−Ω and Eg+Ω.

**4. Why the onset is quadratic**

The phonon takes up whatever wavevector difference the pair has, so every hole state may be combined with every electron state of the right total energy.

For one parabolic band, possibly ellipsoidal, the states of one spin below kinetic energy x fill a k-space ellipsoid with semi-axes √(2m_j x)/ħ. Their number per volume is

(1/(2π)³)(4π/3)(2m/ħ²)^(3/2) x^(3/2),

where m is the geometric mean of the three masses. Differentiating gives a density D√x, with D = (1/4π²)(2m/ħ²)^(3/2). The density of pairs is then

J(Δ) = D_h D_e ∫₀^Δ √x √(Δ−x) dx.

Put x = Δ sin²θ. Then dx = 2Δ sinθ cosθ dθ, and the product of roots is Δ sinθ cosθ:

∫₀^Δ √x √(Δ−x) dx = 2Δ² ∫₀^(π/2) sin²θ cos²θ dθ = (Δ²/2) ∫₀^(π/2) sin²2θ dθ = πΔ²/8.

In your direct-gap count, both particles share one k. Then Ee+Eh is proportional to k², and a single density proportional to √Δ remains.

Counting discrete states in a cube of side 100 nm (hole mass 0.5, electron masses 0.9 and 0.2, in free-electron masses) shows the difference. Between Δ = 0.1 and 0.2 eV, the number of pairs below Δ grows with power 3.00 for free pairing and 1.50 for vertical pairing. The derivatives go as Δ² and, closely, √Δ.

**5. The result**

The absorption coefficient is the transition rate per volume divided by the photon flux. For a given vector potential the rate contains its square, and the flux contains its square times E and the refractive index. This leaves a slow factor 1/E, which I absorb, with the refractive index, the couplings and πD_hD_e/8, into a constant A:

α(E) = A [ n (E−Eg+Ω)² + (n+1)(E−Eg−Ω)² ],

where each square is present only if its bracket is positive. The onsets are 2Ω apart, and the coefficient ratio is exp(Ω/kT).

As T → 0, n vanishes and the emission onset at Eg+Ω remains. For kT ≫ Ω, the ratio tends to 1 and both terms grow as kT/Ω. For your phonon the ratio is 8455 at 77 K, 10.18 at 300 K and 5.701 at 400 K, so cooling weakens the lower branch quickly. When it drops out of sight depends on thickness: with your A and a smallest measurable αd of 0.001, this happens below about 123 K for 50 µm and below about 80 K for 1 mm.

**6. Your numbers, and how to read them**

At 300 K, kT = 0.02585 eV and n = 0.1089. The coefficients are An = 435.5 and A(n+1) = 4435.5 cm⁻¹ eV⁻². The onsets are 1.040 eV (1192.2 nm) and 1.160 eV (1068.8 nm).

Between the onsets one term is present, so √α is a straight line. Take α = 1.568 cm⁻¹ at 1.10 eV and 4.355 cm⁻¹ at 1.14 eV. The roots are 1.252 and 2.087, which gives

slope = (2.087 − 1.252)/0.04 = 20.87,

zero at 1.10 − 1.252/20.87 = 1.040 eV.

Extend this line above the second onset, square it and subtract:

1.22 eV: 30.078 − 14.110 = 15.968, root 3.996,

1.26 eV: 65.433 − 21.078 = 44.355, root 6.660.

The new slope is 2.664/0.04 = 66.6, with its zero at 1.22 − 3.996/66.6 = 1.160 eV. Half the spacing is Ω, the midpoint is Eg, and the squared slope ratio (66.6/20.87)² ≈ 10.2 is exp(Ω/kT).

**7. What your single line measures**

Above both onsets, let x = E−Eg and t = 1/(2n+1) = tanh(Ω/2kT). Expanding the squares,

α/A = (2n+1)(x²+Ω²) − 2Ωx = (1/t)[ (x−tΩ)² + Ω²(1−t²) ].

With y = x−tΩ and c² = Ω²(1−t²), √α is proportional to √(y²+c²), whose slope is y/√(y²+c²). Its tangent reaches zero at

y − (y²+c²)/y = −c²/y.

Far above the edge this vanishes, so for constant A the line points to Eg + Ω tanh(Ω/2kT) = 1.1493 eV. The approach is slow: the tangent comes within 1 meV of this value only above about 2.3 eV, where constant A and parabolic bands no longer hold. With the factor 1/E kept, the tangent's zero moves away instead, from 1.132 eV at E = 1.25 eV to 1.040 eV at E = 1.70 eV. At finite y the intercept is lower: a least-squares fit through 21 equally spaced points from 1.20 to 1.30 eV gives 1.136 eV. That is 36 meV above the true gap, although the data are noiseless.

**8. What a real layer changes**

The parameters are round values, roughly in the regime of silicon: a gap near 1.1 eV, a main phonon near 0.06 eV, and tens of cm⁻¹ somewhat above the edge. Thickness decides whether the onsets can be seen. Suppose the smallest measurable single-pass αd is 0.001, with interference ignored. With the free-pair formula, a 50 µm layer reaches it at 1.061 eV, 21 meV above the lower onset. Random noise of 0.001 in αd then scatters a two-line fit over 1.07–1.14 and 1.20–1.28 eV by about 5 meV in the lower onset, 3 meV in the spacing and 1.2 in the ratio. A 200 nm film needs 50 cm⁻¹ and reaches it at 1.245 eV, above both onsets, so it shows neither.

Electron–hole attraction, left out so far, changes the absorption strongly. In a hydrogen-like model with relative permittivity 12 and reduced mass 0.1753, the exciton binding energy is R = 16.6 meV. The pair density is weighted by the probability of finding electron and hole at the same point. To use this, split Δ into the kinetic energy of the common motion and the energy ε of the relative motion. For isotropic masses each has a square-root density, and because total mass times reduced mass equals the product of the electron and hole masses, free pairs again give πD_hD_eΔ²/8. The attraction leaves the common motion unchanged and replaces the factor √ε of the relative motion by

2π√R/(1−exp(−2π√(R/ε))) for ε > 0,

plus bound levels at ε = −R/m² with weights 4πR^(3/2)/m³, m = 1, 2, 3, …

At fixed A, each process is enhanced 14.5 times at 0.05 eV above its own free-pair onset and 4.2 times at 0.20 eV. Since A would in practice be fitted to data, the change of shape matters more than the size. Both processes contain the same new function of Δ, so in this model both onsets move down by R, while their spacing and the weight exp(Ω/kT) survive.

The quadratic reading does not survive as well. The absorption now rises more slowly than Δ², √α bends downward, and a straight line through it hits zero too low. Fitting the windows 1.07–1.14 and 1.20–1.28 eV gives a lower onset of 0.972 eV instead of the model's 1.023 eV, a spacing of 115 meV instead of 120, and a ratio of 9.2 instead of 10.2. These readings depend on the windows. Moving them to 1.05–1.10 and 1.18–1.23 eV, or to 1.09–1.14 and 1.22–1.32 eV, gives lower onsets of 0.981 and 0.968 eV, spacings of 117 and 110 meV, and ratios of 9.0 and 8.8. They hold for a model with sharp exciton levels and one phonon branch. In a measured room-temperature spectrum, broadening and further branches act as well, so the downward bend need not be visible.

The same two-line reading, with one other effect added at a time, gives:

- **Second phonon branch** (0.020 eV, one tenth of the strength): spacing 103 meV, ratio 7.8; the two shifted window pairs above give 100 and 101 meV, with ratios 10.0 and 7.0. Its own onsets, at 1.08 and 1.12 eV, fall inside the first window. Silicon does have a weaker low-energy branch of roughly this energy; the strength here is an assumed value.
- **Factor 1/E:** ratio 8.8 (9.3 and 8.5 with the shifted windows). Adding the photon-first denominator δ = 3.4 eV − E, which takes the intermediate band parallel to the valence band, brings it back to 10.4, a near cancellation for these numbers. A flat intermediate band gives 10.1, one of mass 0.5 gives 9.8, and one of mass 0.1 gives 9.0.
- **Non-parabolic bands** (kinetic energy e, in eV, with e(1+0.5e) proportional to k²): ratio 10.95, spacing 120 meV. That the spacing comes out unchanged is an accident of these windows; the two shifted window pairs above give 116.5 and 122.6 meV, with ratios 10.3 and 11.5.

If the phonon acted first throughout, through an empty state 3.4 eV above the initial one, the ratio itself would be multiplied by 0.932. For the route through a filled valence state 3.4 eV below the initial one, the factor at equal Δ is the inverse, 1.07. For free pairs, a field F of 0.01 MV/cm sets an energy scale (ħ²e²F²/2μ)^(1/3), with μ the reduced mass along the field, of 5 to 6 meV depending on direction. The tail below each onset falls by 1/e within 2 to 3 meV, and the two-line reading is unchanged. Phonon dispersion, for a group velocity of 2 km/s, shifts the phonon energy through the wavevectors of both particles. A hole with 0.05 eV alone gives about 1 meV. With the electron along its heavy axis, the shift reaches up to about 1.8 meV for Δ = 0.05 eV and 3.9 meV for Δ = 0.24 eV. It vanishes at the onsets themselves. Band filling at 10¹⁶ cm⁻³ and 300 K is negligible: the occupation at the band edge is 3.5 × 10⁻⁴ for electrons spread over six valleys and 1.1 × 10⁻³ for holes in one band of mass 0.5.

If you compare temperatures, fit each spectrum with its own Eg: near room temperature a rough drift of 0.25 meV/K lowers both onsets together by 25 meV over 100 K of heating. In silicon the drift weakens on cooling, so this rate should not be carried down to 77 K. The remaining values are in the numerical output below.

Values computed for the example and the checks

```
gap 1.100 eV, phonon 0.060 eV, T 300 K
strength A 4000 cm^-1 eV^-2, kT 0.02585 eV
phonon occupation n 0.1089, n+1 1.1089
coefficient ratio exp(W/kT) 10.185
A n 435.5, A(n+1) 4435.5 cm^-1 eV^-2
lower onset 1.040 eV = 1192.2 nm
upper onset 1.160 eV = 1068.8 nm
onset spacing 0.120 eV
E 1.06 eV: absorption part 0.174, emission part 0.000, sum 0.174 cm^-1
E 1.10 eV: absorption part 1.568, emission part 0.000, sum 1.568 cm^-1
E 1.14 eV: absorption part 4.355, emission part 0.000, sum 4.355 cm^-1
E 1.18 eV: absorption part 8.536, emission part 1.774, sum 10.310 cm^-1
E 1.22 eV: absorption part 14.110, emission part 15.968, sum 30.078 cm^-1
E 1.26 eV: absorption part 21.078, emission part 44.355, sum 65.433 cm^-1
T 77 K: n 1.183e-04, ratio 8455
T 150 K: n 9.734e-03, ratio 103.7
T 300 K: n 1.089e-01, ratio 10.18
T 400 K: n 2.127e-01, ratio 5.701
single line fitted 1.20-1.30 eV: intercept 1.1361 eV
single line, far limit: intercept 1.1493 eV
50 um layer: alpha d = 0.001 needs 0.20 cm^-1, reached at 1.0614 eV
200 nm layer: alpha d = 0.001 needs 50.00 cm^-1, reached at 1.2446 eV
box count vs formula: worst deviation 0.00 %
power of pair count: free 3.000, vertical 1.503
two-line reading, windows 1.07-1.14 and 1.20-1.28 eV:
 ideal: lower 1.0400 eV, spacing 120.0 meV, ratio 10.18
 1/E factor: lower 1.0383 eV, spacing 120.2 meV, ratio 8.78
 1/E and denominator: lower 1.0399 eV, spacing 120.4 meV, ratio 10.42
 non-parabolic 0.5/eV: lower 1.0422 eV, spacing 120.0 meV, ratio 10.95
 weak second branch: lower 1.0478 eV, spacing 102.6 meV, ratio 7.81
 exciton: lower 0.9715 eV, spacing 114.8 meV, ratio 9.20
second branch: 0.020 eV, relative strength 0.1
direct gap 3.4 eV, relative permittivity 12.0
masses (m0): hole 0.5, electron 0.9 and 0.2, reduced 0.175
exciton binding 16.6 meV
exciton enhancement 0.05 eV above edge: 14.49
exciton enhancement 0.10 eV above edge: 7.21
exciton enhancement 0.20 eV above edge: 4.22
ratio factor if phonon acts first: 0.932
phonon spread, 2 km/s, hole energy 0.05 eV: 1.07 meV
field broadening at 0.01 MV/cm: 6.01 meV
band-edge filling at 1e16 cm^-3: 3.50e-04
gap drift at 0.25 meV/K over 100 K: 25 meV
```
